# Quasi-elastic scaling and the Pauli-blocked Coulomb sum of a Fermi gas

## Definitions and conventions

An electron scatters from a large target, giving it momentum $\mathbf q=\mathbf k-\mathbf k'$ and energy $\omega=E-E'$. Natural units $\hbar=c=1$ are used, with energies and momenta in MeV. The magnitude of $\mathbf q$ is $q$, and $q>0$ throughout.

The target is a uniform, unpolarized, non-interacting gas of $Z$ protons of mass $m$ in a volume $V$, at zero temperature. The protons are non-relativistic. All momentum states with $p<k_F$ are filled, each with two spin states, so

$$Z=2V\int_{p<k_F}\frac{d^3p}{(2\pi)^3}=\frac{Vk_F^3}{3\pi^2},\qquad E_F=\frac{k_F^2}{2m}.$$

The charge operator and the longitudinal response are

$$\rho(\mathbf q)=G_E\sum_{j=1}^{Z}e^{i\mathbf q\cdot\mathbf r_j},\qquad
R_L(q,\omega)=\sum_f|\langle f|\rho(\mathbf q)|0\rangle|^2\,\delta(\omega-E_f+E_0).$$

The proton form factor $G_E$ is taken to depend on $q$ alone, so that it can be divided out. The quantities studied are

$$r=\frac{R_L}{ZG_E^2},\qquad S(q)=\int_{\omega>0}r\,d\omega,\qquad \kappa=\frac q{k_F},$$
$$\psi=\frac1{k_F}\left(\frac{m\omega}{q}-\frac q2\right),\qquad f=\frac{qk_F}{m}\,r .$$

$S$ is the Coulomb sum and $f$ the scaling function. At fixed $q$, $d\omega=(qk_F/m)\,d\psi$, hence $r\,d\omega=f\,d\psi$.

## How the electron measures this response

In Coulomb gauge the charge part of one-photon exchange is the instantaneous interaction $-\alpha/|\mathbf x-\mathbf r_j|$ between electron and proton. Its Fourier transform, with a screening $\mu$ that is removed at the end, is

$$\int d^3s\,\frac{e^{-\mu s}}{s}e^{i\mathbf q\cdot\mathbf s}
=\frac{4\pi}{q}\int_0^\infty e^{-\mu s}\sin(qs)\,ds=\frac{4\pi}{q^2+\mu^2}\to\frac{4\pi}{q^2}.$$

For electron waves $u\,e^{i\mathbf k\cdot\mathbf x}/\sqrt V$ with $u^\dagger u=1$, the matrix element is therefore

$$T_{f0}=-\frac{4\pi\alpha}{Vq^2}\,u'^\dagger u\,\langle f|\rho(\mathbf q)|0\rangle .$$

The electron mass is neglected. The positive-energy projector for direction $\mathbf n$ is then $(1+\boldsymbol\alpha\cdot\mathbf n)/2$. Averaging over the initial spin and summing over the final spin gives, for scattering angle $\theta$,

$$\tfrac12\,\mathrm{Tr}\left[\frac{1+\boldsymbol\alpha\cdot\mathbf n'}2\,\frac{1+\boldsymbol\alpha\cdot\mathbf n}2\right]
=\tfrac18(4+4\cos\theta)=\cos^2\frac\theta2 .$$

The golden rule supplies $2\pi|T_{f0}|^2$ and an energy delta function. The flux is $1/V$, and the density of final electron states is $VE'^2dE'd\Omega/(2\pi)^3$. All volumes cancel:

$$\left.\frac{d^2\sigma}{d\Omega\,dE'}\right|_{\rm charge}
=2\pi\,\frac{E'^2}{8\pi^3}\,\frac{16\pi^2\alpha^2}{q^4}\cos^2\frac\theta2\,R_L
=\frac{4\alpha^2E'^2\cos^2(\theta/2)}{q^4}\,R_L .$$

Transverse currents add a separate term, not treated here. Their interference with the charge would require a vector perpendicular to $\mathbf q$ built from the target alone. A target symmetric under rotations about $\mathbf q$ supplies none, so the interference vanishes.

## A first case: three fermions on a ring

Take spinless fermions of unit mass on a ring, with integer momenta in suitable units, and fill $p=-1,0,1$. The operator $\sum_j e^{iqx_j}$ raises one momentum by $q$. If the new momentum is already occupied, the result is zero.

- For $q=1$ the one allowed move is $1\to2$, with energy $3/2$.
- For $q=2$ the moves are $0\to2$ and $1\to3$, with energies $2$ and $4$.
- For $q=3$ all three particles can move, with energies $3/2$, $9/2$ and $15/2$.

The strength per particle is thus $1/3$, $2/3$ and $1$: blocking disappears once the shifted sea no longer overlaps the original one. The summed energies are $3/2$, $6$ and $27/2$, each equal to $3q^2/2$, the value for three free particles at rest. Blocking has removed transitions but no energy-weighted strength. Explicit many-fermion matrices confirm the number of final states, their unit weights and their energies in these three cases.

## From the ring to the Fermi sphere

In three dimensions the same operator reads

$$\rho(\mathbf q)=G_E\sum_{\mathbf p,s}a^\dagger_{\mathbf p+\mathbf q,s}\,a_{\mathbf p,s}.$$

Acting on the filled sphere, it gives a nonzero result when $p<k_F$ and $|\mathbf p+\mathbf q|>k_F$. Different pairs $(\mathbf p,s)$ leave different holes, so their final states are orthogonal. Each has squared amplitude $G_E^2$ and excitation energy

$$\frac{(\mathbf p+\mathbf q)^2-p^2}{2m}=\frac{q^2}{2m}+\frac{\mathbf p\cdot\mathbf q}{m}.$$

Replacing the momentum sum by an integral and dividing by $Z$ gives the prefactor

$$\frac{2V}{(2\pi)^3Z}=\frac{2}{8\pi^3}\,\frac{3\pi^2}{k_F^3}=\frac{3}{4\pi k_F^3},$$

and therefore

$$r=\frac{3}{4\pi k_F^3}\int_{p<k_F}d^3p\;\theta(|\mathbf p+\mathbf q|-k_F)\;
\delta\!\left(\omega-\frac{q^2}{2m}-\frac{\mathbf p\cdot\mathbf q}{m}\right).$$

Split $\mathbf p$ into a component $p_\parallel$ along $\mathbf q$ and a transverse part $\mathbf p_\perp$. The delta function fixes

$$p_\parallel=y=\frac{m\omega}{q}-\frac q2=k_F\psi,$$

with Jacobian $m/q$. So $\psi$ is the struck proton's initial momentum along $\mathbf q$, in units of $k_F$. With $A$ the allowed area in the transverse plane,

$$r=\frac{3}{4\pi k_F^3}\,\frac mq\,A,\qquad f=\frac{3A}{4\pi k_F^2}.$$

## Large momentum transfer: the parabola

For $q\ge2k_F$ the shifted sphere does not overlap the original one, apart from a single point of contact at equality. Blocking is then absent. The allowed area is the slice of the Fermi sphere at $p_\parallel=y$, a disc with $p_\perp^2<k_F^2-y^2$. Hence $A=\pi k_F^2(1-\psi^2)$ and

$$f(\psi)=\tfrac34(1-\psi^2),\qquad |\psi|<1,\quad q\ge2k_F,$$

with $f=0$ outside. Neither $q$ nor $k_F$ appears separately. This is the scaling property: in this regime, responses at different $q$ fall on one curve when plotted as $f$ against $\psi$.

The normalization and the second moment provide two checks:

$$\int_{-1}^1 f\,d\psi=\tfrac34\left(2-\tfrac23\right)=1,\qquad
\int_{-1}^1\psi^2f\,d\psi=\tfrac34\cdot2\left(\tfrac13-\tfrac15\right)=\tfrac15 .$$

The first says that every proton can respond. The second is the mean of $p_\parallel^2/k_F^2$ in a filled sphere, one third of $\langle p^2\rangle/k_F^2=3/5$. The parabola is centred on the free recoil energy $q^2/2m$ and extends $qk_F/m$ to either side. Its width comes from the motion of the protons before the collision.

## Smaller momentum transfer: a second disc

For $q<2k_F$ the condition $|\mathbf p+\mathbf q|>k_F$ matters. In the slice at $p_\parallel=y$ it reads

$$p_\perp^2>k_F^2-(y+q)^2 .$$

If the right side is positive, a blocked disc must be removed from the initial disc. Allowed transitions lead from inside the sphere to outside it, so $\omega>0$, which means $y>-q/2$. Then

$$(y+q)^2-y^2=q(q+2y)=2m\omega>0,$$

and the blocked disc is smaller than the initial one and lies inside it. It exists when $|y+q|<k_F$. Since $y+q>q/2>0$, this is the condition $y<k_F-q$, or $\psi<1-\kappa$. It is compatible with $\psi>-\kappa/2$ when $\kappa<2$.

Where the blocked disc exists, the allowed ring has area

$$A=\pi\left[(k_F^2-y^2)-(k_F^2-(y+q)^2)\right]=\pi(q^2+2qy)=2\pi m\omega .$$

The quadratic terms in $y$ have cancelled. The scaling function for $q<2k_F$ is consequently

$$f=\begin{cases}
\tfrac34\kappa(\kappa+2\psi)=\dfrac34\dfrac{\omega}{E_F}, & -\kappa/2<\psi<1-\kappa,\\[2mm]
\tfrac34(1-\psi^2), & 1-\kappa<\psi<1,
\end{cases}$$

and zero elsewhere. A parabola over the whole range is thus a result for $q\ge2k_F$. Below that, scaling in $\psi$ survives on the high-energy side and fails on the blocked side, where $\kappa$ appears explicitly.

At the joint $\psi=1-\kappa$ both expressions give $\frac34\kappa(2-\kappa)$, so $f$ is continuous. Its slope changes from $\frac32\kappa$ to $-\frac32(1-\kappa)$, a drop of $\frac32$ for every $\kappa<2$. The kink marks the energy above which no final state in the slice is occupied.

The joint also decides where the response is largest. The linear part rises. If $\kappa<1$, the parabola begins at positive $\psi$ and falls from there, so the maximum is at the kink. If $\kappa\ge1$, the top of the parabola is available. Thus

$$\psi_{\rm max}=\max(0,1-\kappa),\qquad
\omega_{\rm max}=\begin{cases}\dfrac{q}{m}\left(k_F-\dfrac q2\right),&q<k_F,\\[2mm]\dfrac{q^2}{2m},&q\ge k_F.\end{cases}$$

For $q<k_F$ the peak is not at the recoil energy of a proton at rest.

## The Coulomb sum

Integrate the two pieces separately for $\kappa\le2$. In the linear part set $t=\psi+\kappa/2$, so that $\kappa+2\psi=2t$:

$$S_{\rm lin}=\frac34\kappa\int_0^{1-\kappa/2}2t\,dt=\frac34\kappa\left(1-\frac\kappa2\right)^2
=\frac34\left(\kappa-\kappa^2+\frac{\kappa^3}{4}\right).$$

In the parabolic part,

$$S_{\rm par}=\frac34\left[\psi-\frac{\psi^3}{3}\right]_{1-\kappa}^{1}
=\frac34\left[\kappa-\frac{1-(1-\kappa)^3}{3}\right].$$

Because $1-(1-\kappa)^3=3\kappa-3\kappa^2+\kappa^3$, this becomes

$$S_{\rm par}=\frac34\left(\kappa^2-\frac{\kappa^3}{3}\right).$$

The squares cancel in the sum, and $\frac14-\frac13=-\frac1{12}$ leaves

$$\boxed{S(q)=\frac34\frac q{k_F}-\frac1{16}\left(\frac q{k_F}\right)^3,\quad q\le2k_F;\qquad S(q)=1,\quad q\ge2k_F.}$$

**Small $q$.** The protons that can leave occupy a thin crescent at the front of the sphere. Its thickness along $\mathbf q$ is $q$ and its projected area is $\pi k_F^2$. Its share of the sphere is $\pi k_F^2q/(\frac43\pi k_F^3)=\frac34\kappa$, the leading term.

**Near $q=2k_F$.** The missing strength factorizes as

$$1-S=\frac{16-12\kappa+\kappa^3}{16}=\frac{(2-\kappa)^2(4+\kappa)}{16}.$$

It vanishes quadratically, so $S$ reaches one with zero slope. This missing strength is the fraction of the Fermi sphere overlapped by its shifted copy.

## The same sum from the exchange hole

The sum can also be found without following the energies. Closure over final states gives $S=\langle0|\rho^\dagger\rho|0\rangle/(ZG_E^2)$. The ground state contributes nothing as a final state, since a uniform density has no Fourier component at $q\ne0$. Separating the terms in which both operators act on the same proton,

$$S=1+\frac1Z\Big\langle\sum_{i\ne j}e^{i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)}\Big\rangle .$$

The second term needs the pair density. In this section only, $r=|\mathbf r|$ denotes the distance between two protons, not the response. Let $n=Z/V$ and $x=k_Fr$. The one-body density matrix for one spin is

$$\gamma(r)=\int_{p<k_F}\frac{d^3p}{(2\pi)^3}e^{i\mathbf p\cdot\mathbf r}
=\frac{\sin x-x\cos x}{2\pi^2r^3}=\frac n2\,\frac{3j_1(x)}{x},$$

where $j_1(x)=(\sin x-x\cos x)/x^2$. For a Slater determinant the pair density is $n^2-2\gamma^2$: antisymmetry lowers it for the two like-spin combinations. The constant $n^2$ has no Fourier component at $q\neq0$. Hence

$$S=1-\frac2n\int d^3r\,\gamma(r)^2e^{i\mathbf q\cdot\mathbf r}
=1-\frac6\pi\int_0^\infty j_1(x)^2\,\frac{\sin\kappa x}{\kappa x}\,dx .$$

The last prefactor is $(n/2k_F^3)\cdot4\pi\cdot9$ with $n/k_F^3=1/(3\pi^2)$.

This agrees with the earlier geometry because $\gamma$ is the Fourier transform of a filled sphere. By the convolution theorem the subtracted term is the overlap of two such spheres displaced by $q$, divided by the volume of one. Pauli blocking of final states and the exchange hole in the ground state are two descriptions of the same missing strength. Quadrature of the $j_1$ integral reproduces the piecewise result for $S$ within $10^{-5}$ at seven values of $\kappa$ from 0.1 to 3.

## Energy-weighted strength

The ring suggested that blocking leaves the energy-weighted sum unchanged. For the sphere, first ignore blocking. The average of $\mathbf p\cdot\mathbf q/m$ over a symmetric sphere is zero, so the mean energy is $q^2/2m$.

Now consider the blocked transitions, those with both $\mathbf p$ and $\mathbf p+\mathbf q$ inside the sphere. The map $\mathbf p\to-\mathbf p-\mathbf q$ carries this set onto itself. It exchanges the magnitudes of initial and final momentum and so reverses the sign of the energy. The blocked contributions cancel in pairs, and for every $q$

$$\int_{\omega>0}\omega\,r\,d\omega=\frac{q^2}{2m}.$$

The mean energy per unit of surviving strength is $q^2/(2mS)$, which exceeds the free recoil energy when $S<1$. At small $q$ it tends to $\frac23qk_F/m$. This is the mean of a distribution rising linearly from zero to $qk_F/m$, as the blocked response requires in that limit.

## Three momentum transfers

Choose the round value $k_F=250$ MeV, or $1.267\ \mathrm{fm}^{-1}$, with the free proton mass $m=938.272$ MeV. Then $E_F=33.31$ MeV. Digits below are kept to check the arithmetic of the model; they are not its accuracy for a nucleus.

**$q=150$ MeV, $\kappa=0.6$.** The sum is

$$S=0.75(0.6)-\frac{0.6^3}{16}=0.4500-0.0135=0.4365,$$

so more than half of the strength is blocked. The maximum lies at $\psi=0.4$, with energy $150(250-75)/938.272=27.98$ MeV, compared with a free recoil energy of 11.99 MeV. There $f=0.75(1-0.4^2)=0.63$ and $r=0.01576\ \mathrm{MeV}^{-1}$. The response ends at 51.96 MeV.

**$q=300$ MeV, $\kappa=1.2$.** The two parts of the sum are

$$S_{\rm lin}=0.75(1.2)(0.4)^2=0.144,\qquad
S_{\rm par}=0.75(1.44-0.576)=0.648,$$

giving $S=0.792$. The maximum is now at the recoil energy, 47.96 MeV, and the parabola holds from 31.97 to 127.89 MeV. Below it, take $\psi=-0.4$, which corresponds to

$$\omega=\frac{300(-100+150)}{938.272}=15.99\ \mathrm{MeV},\qquad
f=0.75\,\frac{15.99}{33.31}=0.36 .$$

The unblocked parabola would give $0.63$ at this point. Using it here would overestimate the response by 75% of the blocked value.

**$q=550$ MeV, $\kappa=2.2$.** The whole parabola is present, from 14.65 to 307.75 MeV, and $S=1$. Its top is still $f=0.75$, as at 300 MeV, but the response there has fallen from 0.00938 to $0.00512\ \mathrm{MeV}^{-1}$. The ratio is $300/550$, because $r=mf/(qk_F)$ and $f$ has the same value at both maxima.

For each $q$, two million momenta drawn uniformly from the Fermi sphere test these results without using the disc areas. The strengths in twelve energy bins agree with the integrated response within 0.0015. The sampled sums are 0.4365, 0.7921 and 1.0000. The energy-weighted sums are 11.99, 47.95 and 161.19 MeV, against $q^2/2m=11.99$, 47.96 and 161.20 MeV. The interference of charge with the transverse convection current also vanishes within the sampling tolerance. The numerical output lists the remaining values.

## Where the model stops

The non-relativistic kinematics becomes less accurate as $q$ grows. For a proton initially at rest, $q^2/2m$ exceeds the relativistic recoil energy $\sqrt{m^2+q^2}-m$ by 0.6%, 2.5% and 8.0% of the latter at the three momentum transfers. Moving protons are affected more. The upper edge of the response, $q^2/2m+qk_F/m$, exceeds its relativistic value $\sqrt{m^2+(q+k_F)^2}-\sqrt{m^2+k_F^2}$ by 6%, 10% and 17%, so relativistic kinematics narrows the response as well as shifting it. At 550 MeV the shape in $\psi$ illustrates the non-relativistic model, while the energy scale and width need correction.

Interactions are absent. A potential can shift the energies, and correlations can move protons above $k_F$ and alter the pair density; closure shows that the latter changes $S$ itself. A finite nucleus has a non-uniform density, so its elastic charge scattering at $q\ne0$ must be subtracted before its sum is compared with $S$. Exchange currents and the neutron charge distribution are also left out. The real form factor depends on $Q^2=q^2-\omega^2$ rather than on $q^2$: with the dipole form $G_E=(1+Q^2/0.71\ \mathrm{GeV}^2)^{-2}$, $G_E^2$ at $q=550$ MeV is larger than its value at $Q^2=q^2$ by 11% at the recoil energy and by 48% at the upper edge of the model response, against 1% and 9% at 300 MeV. The value $S=1$ above $2k_F$ therefore belongs to this gas and is not a general property of nuclei.

## Calculated quantities

```
proton mass m = 938.272 MeV
Fermi momentum kF = 250.0 MeV = 1.2669 fm^-1
Fermi energy E_F = 33.306 MeV
momenta sampled in the Fermi sphere = 2000000
--- q = 150 MeV, kappa = q/kF = 0.60
free recoil energy q^2/2m = 11.990 MeV
relativistic recoil energy = 11.914 MeV
lower edge of parabola in omega = 27.977 MeV
upper edge of response in omega = 51.957 MeV
maximum at psi = 0.40, omega = 27.977 MeV
scaling function at maximum = 0.6300
response at maximum = 0.015763 MeV^-1
Coulomb sum, closed formula = 0.43650
Coulomb sum, sampled sphere = 0.4365
Coulomb sum, exchange hole = 0.43650
energy-weighted sum, sampled = 11.99 MeV
--- q = 300 MeV, kappa = q/kF = 1.20
free recoil energy q^2/2m = 47.961 MeV
relativistic recoil energy = 46.794 MeV
lower edge of parabola in omega = 31.974 MeV
upper edge of response in omega = 127.895 MeV
maximum at psi = 0.00, omega = 47.961 MeV
scaling function at maximum = 0.7500
response at maximum = 0.009383 MeV^-1
Coulomb sum, closed formula = 0.79200
Coulomb sum, sampled sphere = 0.7921
Coulomb sum, exchange hole = 0.79200
energy-weighted sum, sampled = 47.95 MeV
--- q = 550 MeV, kappa = q/kF = 2.20
free recoil energy q^2/2m = 161.201 MeV
relativistic recoil energy = 149.319 MeV
lower edge of parabola in omega = 14.655 MeV
upper edge of response in omega = 307.747 MeV
maximum at psi = 0.00, omega = 161.201 MeV
scaling function at maximum = 0.7500
response at maximum = 0.005118 MeV^-1
Coulomb sum, closed formula = 1.00000
Coulomb sum, sampled sphere = 1.0000
Coulomb sum, exchange hole = 1.00000
energy-weighted sum, sampled = 161.19 MeV
--- blocking at q = 300 MeV, psi = -0.4
energy transfer = 15.987 MeV
scaling function with blocking = 0.3600
parabola without blocking = 0.6300
```
